# Sticking Probability and Pinch-Off in Trench Deposition: A Ballistic Re-Emission Solver

## A small rate difference and a larger void

A slot 50 nm wide and 100 nm deep is coated from a gas whose molecules stick with probability 0.01 at each impact. At the start, the film grows on the bottom of the sidewall at 0.97 times its rate near the top. If these initial wall rates were kept until the top closed, and the film on the floor were ignored, about 2% of the slot would remain empty. When the fluxes are recomputed as the surface moves, about 8% remains (9% with fine surface elements). With sticking probability 1, the corresponding figures are 62% and 76% (77% with fine elements).

Lowering the sticking probability to 0.01 therefore evens out the deposition and shrinks the void, but does not remove it. The discrepancy between 2% and 8% comes partly from the narrow neck still open when the calculation stops, and partly from a change in the transport problem during filling. The second part persists as the neck closes, and it appears only when the changing surface is taken into account.

## The discrete balance

The slot has width \(w\) and depth \(d\) and is infinite along the lines. Molecules cross it without colliding. They arrive isotropically from above, stick with a constant probability \(s\), and otherwise leave at once with the cosine law, having lost all memory of their arrival direction. There is one depositing species.

The cosine law must first be projected onto the cross-section. Let \(p_t\) and \(p_z\) be the components of a unit direction vector along the surface, in the cross-section and along the line. Since \(\cos\vartheta\,d\Omega=dp_t\,dp_z\), the cosine law makes \((p_t,p_z)\) uniform on the unit disc. The projected direction makes an angle \(\theta\) with the surface normal, where

\[
u=\sin\theta=\frac{p_t}{\sqrt{1-p_z^2}} .
\]

At fixed \(p_z\), \(p_t\) is uniform between \(-\sqrt{1-p_z^2}\) and \(+\sqrt{1-p_z^2}\). Hence \(u\) is uniform on \((-1,1)\) for each \(p_z\), and so also after averaging over \(p_z\). An angular interval carries the fraction \(du/2=\cos\theta\,d\theta/2\).

Divide the surface into straight elements of length \(L_i\). Let \(F_i\) be the flux arriving on element \(i\), divided by the flux on an open flat surface. The flux leaving element \(j\) is \((1-s)F_j\). A bundle of straight paths has the measure \(\cos\theta\,d\ell\,d\theta\), the same at both ends, because \(\cos\theta\,d\ell\) is the bundle's perpendicular width. A direction interval \(du\) at \(i\) that looks at \(j\) therefore brings in \((1-s)F_j\,du/2\); one that looks at the source brings in \(du/2\). Adding all directions gives

\[
F_i=V_i+(1-s)\sum_jK_{ij}F_j,\qquad
V_i+\sum_jK_{ij}=1. \tag{1}
\]

Here \(V_i\) is the fraction of the \(u\)-range open to the source, and \(K_{ij}\) the fraction covered by \(j\).

The growth speed is proportional to \(sF_i\), and on the flat field to \(s\). Their ratio is \(F_i\). If \(T\) is the film thickness on the flat field, the surface moves along its normal by \(F_i\,dT\). Comparisons in \(T\) thus remove the trivial slowing of growth at small \(s\).

For \(s>0\) the solution is unique. The difference \(D\) of two solutions obeys \(D=(1-s)KD\). The rows of \(K\) sum to at most 1, so \(\max|D|\le(1-s)\max|D|\), which forces \(D=0\).

The solution also lies between 0 and 1. If its smallest value \(\mu\) were negative, (1) would give \(\mu\ge(1-s)\mu>\mu\), a contradiction. For the upper limit, set \(e_i=1-F_i\) and subtract the two relations in (1):

\[
e_i=\sum_jK_{ij}-(1-s)\sum_jK_{ij}(1-e_j)
=(1-s)\sum_jK_{ij}e_j+s(1-V_i). \tag{2}
\]

The source term is non-negative, so the same argument gives \(e_i\ge0\). If every element can reach the source through some chain of views, \(I-K\) is invertible, and (2) gives \(e=O(s)\) as \(s\to0\) at fixed geometry. This is the sense in which low sticking makes deposition uniform. The words "at fixed geometry" will matter.

## View factors with shadowing

From the midpoint of element \(i\), let a surface vertex have coordinates \((a,b)\) along the tangent and the normal. If \(b>0\), its direction is \(u=a/\sqrt{a^2+b^2}\). Vertices behind the element are assigned to the ends \(u=\pm1\). Sort all these values. Between two neighbouring values no element begins or ends, and elements do not cross, so a single element is nearest throughout the interval, or none is. One ray through the interval identifies it, and the interval adds \(\Delta u/2\) to \(K_{ij}\) or \(V_i\).

Let the ray have direction \(\mathbf e=(u_m,\sqrt{1-u_m^2})\), and let an element have ends \(\mathbf A,\mathbf B\). At an intersection \(t\mathbf e=\mathbf A+f(\mathbf B-\mathbf A)\). The two-dimensional cross product with \(\mathbf B-\mathbf A\) removes \(f\):

\[
t=\frac{\mathbf A\times\mathbf B}{\mathbf e\times\mathbf B-\mathbf e\times\mathbf A}.
\]

The element is cut if \(\mathbf e\times\mathbf A\) and \(\mathbf e\times\mathbf B\) have opposite signs. The smallest positive \(t\) gives the visible element. Mirror symmetry lets the fluxes on the left half be identified with those on the right, which halves the unknowns.

For the straight slot the direct view is known. A wall point at depth \(z\) sees the source between the upward wall direction, \(u=1\), and the opposite lip, \(u=z/\sqrt{z^2+w^2}\). Thus

\[
V(z)=\frac12\left(1-\frac{z}{\sqrt{z^2+w^2}}\right). \tag{3}
\]

A floor point at distance \(x\) from one wall sees the range between the two lips. Averaging over the floor,

\[
\bar V=\frac1{2w}\left[\int_0^w\!\frac{x\,dx}{\sqrt{x^2+d^2}}
+\int_0^w\!\frac{(w-x)\,dx}{\sqrt{(w-x)^2+d^2}}\right].
\]

The two integrals are equal, each being \(\sqrt{w^2+d^2}-d\), so \(\bar V=\sqrt{1+(d/w)^2}-d/w\). For \(d/w=2\) this is 0.23607. The solver, with elements of about 4 nm, gives 0.23611.

## What the discretisation does to the flux

The angular integration at each midpoint is exact for the polygon, up to rounding. The errors come from taking \(F\) constant on an element and from using its midpoint to represent its whole length.

Let tildes mark a perturbed system, with \(\delta K=\tilde K-K\), \(\delta V=\tilde V-V\) and \(D=\tilde F-F\). Subtracting the two balances gives

\[
[I-(1-s)\tilde K]D=r,\qquad
r_i=\delta V_i+(1-s)\sum_j\delta K_{ij}F_j. \tag{4}
\]

The inverse matrix is the series \(\sum_n(1-s)^n\tilde K^n\), whose row sums are at most \(1/s\). At \(s=0.01\) this bound is 100. It is approached only in a very narrow slot, such as the one left shortly before sealing; in the open slot the largest row sum is about 6. An error in the view factors can thus matter more as the slot fills. But the sorted intervals fill the range of \(u\), so the sum rule is kept and \(\delta V_i=-\sum_j\delta K_{ij}\). Then

\[
r_i=-\sum_j\delta K_{ij}\,[\,1-(1-s)F_j\,]
=-\sum_j\delta K_{ij}\,[\,e_j+sF_j\,].
\]

At fixed geometry the bracket is \(O(s)\) and the inverse matrix stays bounded as \(s\to0\), so the error in \(F\) vanishes with \(s\). Without the sum rule it need not vanish.

An independent solution follows 200,000 random molecules through the straight slot at \(s=0.1\). The table gives the fraction of entering molecules absorbed in each zone. For the solver this fraction is \(s\sum F_iL_i/w\), summed over both sides.

| Zone | Solver | Particles |
|---|---:|---:|
| Floor | 0.0692 | 0.0692 |
| Lower half of walls | 0.1291 | 0.1294 |
| Upper half of walls | 0.1491 | 0.1488 |

The differences are within the sampling error, which is below 0.001.

## Moving the surface

At a gently bent vertex, and also at an outer edge, the two neighbouring fluxes are averaged and the vertex moves along the bisector of the normals. At a sharp inner corner, each displaced line should keep its own speed. The vertex velocity \(\mathbf D\) must satisfy \(\mathbf D\cdot\mathbf n_1=F_1\) and \(\mathbf D\cdot\mathbf n_2=F_2\). Write \(\mathbf D=\alpha\mathbf n_1+\beta\mathbf n_2\) and \(c=\mathbf n_1\cdot\mathbf n_2\). Then \(\alpha+\beta c=F_1\) and \(\alpha c+\beta=F_2\), so

\[
\mathbf D=\frac{(F_1-cF_2)\mathbf n_1+(F_2-cF_1)\mathbf n_2}{1-c^2}.
\]

Each step is explicit. It moves no element by more than a quarter of its length, and moves no vertex more than 0.3 of the way to the symmetry plane. Long elements are split and short ones merged. The run stops at the first step where the neck, the narrowest place in the upper part of the cavity, is no more than 2 nm wide. This is a stated sealing rule of a few molecular diameters.

For \(s=1\) there is a global balance. Every molecule entering from above stays, so the added solid area must equal the horizontal width of the region times \(T\). The computed ratio is 0.998. Half of that width is flat field, whose growth is trivial; relative to the slot's own share, the deficit is about twice as large, or 0.5%. This balance controls the total area, not its distribution.

## Results at the same neck width

The frozen-rate estimate in the next table assumes that the wall top closes at \(T=w/(2F_{\rm top})\). The width left at another depth is then \(w-2FT=w(1-F/F_{\rm top})\), and its average over the wall gives the listed fraction. It omits the floor film, which would lower the three estimates to about 0.51, 0.11 and 0.01. The listed estimates are for fine elements, the rate ratios for 4 nm elements; at \(s=1\), (3) gives \((\sqrt5-1)/2=0.62\). With 4 nm elements the estimate is 0.60, because the topmost midpoint lies 2 nm below the lip. The computed gas fraction is the gas area below both the line tops and the neck, divided by \(wd\).

| \(s\) | Initial bottom/top rate | Frozen estimate | Gas fraction |
|---:|---:|---:|---:|
| 1 | 0.11 | 0.62 | 0.76 |
| 0.1 | 0.76 | 0.16 | 0.32 |
| 0.01 | 0.97 | 0.02 | 0.08 |

The geometry and sealing gap are held fixed; the flat-field thickness is not. With 4 nm elements it is about 94, 34 and 26 nm in the order of the table. The first value is not converged: fine elements raise it to about 118 nm, while the other two move by about 1 nm or less. Lowering \(s\) from 1 to 0.01 reduces the gas fraction by a factor of eight to ten.

With 6 nm elements the gas fraction is again 0.763 at \(s=1\), while at \(s=0.01\) it changes from 0.075 to 0.069. Elements of 1.6 nm raise it to about 0.085, and the limit of fine elements is near 0.09. The 4 nm result is therefore low by about 0.015; at \(s=0.1\) it is also low by about 0.015, and at \(s=1\) by about 0.007, the fine-element values being near 0.337 and 0.770. The stopping rule has a similar effect: following the neck down to 0.5 nm lowers 0.075 to 0.068, or about 0.09 to 0.08 with fine elements. The cavity is then still about 6 nm across at its widest (nearly 7 nm with fine elements), so it is a void closed from above and not merely the slit left by stopping early.

The frozen estimate refers to a fully closed top. If frozen growth is stopped at a neck width \(g\), then \(2F_{\rm top}T=w-g\), and the fraction left is \(1-(1-g/w)\langle F/F_{\rm top}\rangle\), with the average taken over the wall. For \(s=0.01\) this is about 0.06 at 2 nm and 0.03 at 0.5 nm. The effect of the changing fluxes is therefore clearest at the narrower neck, where the solver gives 0.068 against 0.03.

## Why depletion returns

Consider a long straight slot whose current width is \(g\). By (3), the view factor density between opposite wall points separated vertically by \(\zeta\) is

\[
k(\zeta)=\frac{g^2}{2(g^2+\zeta^2)^{3/2}},\qquad
\int_{-\infty}^{\infty}k\,d\zeta=1.
\]

Far from the ends, expand a slowly varying flux in \(F(z)=(1-s)\int k(\zeta)F(z+\zeta)\,d\zeta\). The odd term vanishes. The second moment diverges logarithmically, so it is cut off at \(|\zeta|=d\):

\[
M=\int_{-d}^{d}\zeta^2k\,d\zeta
=g^2\left[\operatorname{arsinh}\frac dg-\frac{d}{\sqrt{d^2+g^2}}\right]
\simeq g^2\Lambda,\quad \Lambda=\ln\frac{2d}{g}-1,
\]

for \(g\ll d\). For small \(s\) the balance becomes \(sF\simeq\tfrac12MF''\), or

\[
F''=\kappa^2F,\qquad \kappa^2=\frac{2s}{g^2\Lambda}.
\]

The cutoff makes this an estimate of scale, not of the precise coefficient. Neglecting absorption on the floor gives \(F'=0\) there, so \(F_{\rm bottom}/F_{\rm top}\simeq1/\cosh\kappa d\). When \(\kappa d\ll1\),

\[
1-\frac{F_{\rm bottom}}{F_{\rm top}}\simeq\frac{\kappa^2d^2}{2}
=\frac{s\,d^2}{g^2\Lambda}. \tag{5}
\]

Uniformity thus requires \(s(d/g)^2\ll1\), up to the logarithm. A small \(s\) is not enough. In the open slot \(s(d/w)^2=0.04\). At a tenth of the width and equal depth it is 4, and the full solver then gives a bottom-to-top ratio of 0.43 instead of 0.97, still with \(s=0.01\).

The accumulated effect can be estimated too. Let \(\Delta\) be the excess of the bottom width over the top width \(g\). Both walls grow, so \(dg=-2F_{\rm top}\,dT\) and \(d\Delta=2(F_{\rm top}-F_{\rm bottom})\,dT\). Dividing, and treating \(\Lambda\) as constant,

\[
\frac{d\Delta}{dg}=-\frac{s\,d^2}{\Lambda g^2},\qquad
\Delta=\frac{s\,d^2}{\Lambda}\left(\frac1g-\frac1w\right).
\]

The excess becomes comparable with the opening when \(g\sim d\sqrt{s/\Lambda}\), provided this is much less than \(w\). Here \(d\sqrt s=10\) nm, the same order as the computed widest gap of 6 nm. The estimate suggests that the leftover width falls as \(\sqrt s\), apart from the logarithm, whereas the frozen estimate falls as \(s\). Freezing the rates would then fail more badly, in relative terms, at low sticking once the neck is much narrower than the cavity below it. At a 2 nm neck the opening that remains hides this trend. The square-root law itself remains a conjecture here, since the runs do not establish the exponent.

## The full-sticking limit

At \(s=1\) the upper edges control the closure. Consider first an isolated edge. A facet whose normal is tilted by \(\varphi\) from the vertical sees the source from \(u=-\cos\varphi\) to \(u=1\), so its speed is \(v=(1+\cos\varphi)/2\). The envelope of the displaced facets, measured from the edge, is

\[
x=T(v\sin\varphi+v'\cos\varphi)=\frac T2\sin\varphi,\quad
y=T(v\cos\varphi-v'\sin\varphi)=\frac T2(1+\cos\varphi).
\]

This is an arc of radius \(T/2\) whose farthest sideways point lies at height \(T/2\). The film overhangs the slot, and the neck rises above the line tops. Two such edges would meet at \(T=w=50\) nm if neither shaded the other.

They do shade each other. For facing round lips of radius \(\rho\) separated by \(g\), the line of sight from one neck point touches the other lip at \(\sin\theta=\rho/(\rho+g)\). Hence

\[
V_{\rm neck}=\frac12\left(1-\frac{\rho}{\rho+g}\right)=\frac{g}{2(\rho+g)},
\]

which vanishes with the gap. For a narrow gap \(dg/dT=-2V_{\rm neck}\approx-g/\rho\), so the opening shrinks ever more slowly and does not reach zero at any finite \(T\), provided \(\rho\) does not shrink to zero. With fine elements the ratio \(g/|dg/dT|\) in fact grows, from about 35 nm at a 4 nm neck to about 75 nm at a 0.5 nm neck. At \(s=1\) the moment of sealing is therefore set by the sealing rule, and a smaller permitted gap would require a thicker film. With 4 nm elements, which the remeshing lengthens to about 10 nm at that height, the solver reaches the 2 nm neck at \(T\approx94\) nm, with the neck roughly 70 nm above the line tops. Because closure is so slow, these two values are sensitive to element size. With elements of 1 to 2 nm at the neck they become about 118 nm and 100 nm, and a 0.5 nm neck needs \(T\approx200\) nm. The gas fraction, in contrast, stays near 0.77. At \(s=0.01\) the neck stays within a few nanometres of the line tops; on which side of them it lies depends on the element size.

## Meaning for an interconnect

The dimensions and the assumed film permittivity of 4 are rough values for a silica-like film deposited between interconnect lines. To estimate the horizontal permittivity, treat each height as an independent series stack of film and gas. If its total gas width is \(G\), its permittivity is \([(1-G/w)/4+G/w]^{-1}\). Averaging over height gives 1.4, 2.2 and 3.3 for \(s=1\), 0.1 and 0.01; the last value falls to 3.2 with fine elements. These are low estimates for the region between the walls, because vertical redistribution of the field is excluded; fringing fields are left out as well. Within this model, high sticking leaves the larger air gap in this slot, while the scale estimate above suggests that filling a slot well calls for a small \(s(d/w)^2\): the deeper the slot, the lower the sticking probability it needs.

Gas collisions are negligible here. For hard spheres of diameter 0.4 nm at 670 K and 1 Torr, the mean free path \(k_BT_{\rm g}/(\sqrt2\pi D_{\rm m}^2p)\) is about 98 µm, some 2000 slot widths; \(T_{\rm g}\), \(D_{\rm m}\) and \(p\) are gas temperature, molecular diameter and pressure. Isotropic arrival is reasonable for neutral molecules at this pressure, but ions accelerated towards the surface in a plasma arrive in a narrower beam. As an extreme illustration, suppose that the whole depositing flux were directed in this way. If the projected arrival distribution changes from \(\cos\theta\) to \(\cos^{10}\theta\), the initial direct rate at the lip falls from 0.50 to 0.13 of the flat-field rate. At full sticking the first sideways growth at the lip slows by the same factor. At \(s=0.01\) re-emitted molecules soften the change: the total rate at the lip falls from 0.98 to about 0.57, and the bottom of the wall then starts to grow about twice as fast as the top. The effect on the later overhang and the final void was not computed. Real processes may also involve several species, ion-assisted growth, or sticking that depends on surface coverage, and a single \(s\) then no longer describes the film.
